Width and energy of a domain wall in a uniaxial magnet, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the energy to the wall profile

A magnetic racetrack stores information in a row of domains along a narrow strip. In each domain the magnetization points along one of two opposite directions, and between two neighbouring domains it has to turn over. The region in which it turns is a domain wall. Its width limits how closely domains can be packed, and its energy is what one more boundary adds to the energy of the track when the walls are far apart. This problem finds both from two competing energies.

The magnetization has a fixed length, so its state at each point is given by a unit vector m with components m_x, m_y and m_z. The coordinate x runs along the track, and m depends on x alone: the wall is flat and extends uniformly over the cross-section. The preferred directions are +z and −z. Far to the left m_z → +1, and far to the right m_z → −1. A prime means d/dx, and e_z is the unit vector along z. The function m(x) is continuous, and its derivative is continuous except possibly at a few kinks. There is no applied field.

**(a) Build the energy per unit wall area from an exchange energy that favours parallel neighbours and an anisotropy energy that favours the z axis.**

Solution. Take a simple cubic lattice with spacing a, its edges along x, y and z. Let each pair of nearest neighbours i and j have the energy −J m_i·m_j with J > 0, which is lowest when the two vectors are parallel. Because both are unit vectors,

|m_i − m_j|² = 2 − 2 m_i·m_j,

and therefore

−J m_i·m_j = −J + (J/2)|m_i − m_j|².

The constant −J is the same for every magnetic state and is dropped. Neighbours separated along y or z have equal m and contribute nothing more. Neighbours separated along x differ by about a m', provided that m changes little over one spacing. Such a bond then costs (J/2)a²|m'|². There is one bond along x per site, and each site occupies the volume a³, so the exchange energy per volume is

(J/2)a²|m'|²/a³ = A|m'|², with A = J/(2a).

The constant A is the exchange stiffness, an energy per length. Some definitions write the density as (A/2)|m'|²; here there is no factor 1/2, and the numerical factors found below belong to this choice.

The anisotropy energy of a uniaxial magnet depends on m_z alone. Without a field, reversing m leaves the energy unchanged, so it must be an even function of m_z. The simplest such function that is not constant is a multiple of m_z². Measured from its value in the domains, where m_z² = 1, it is

K(1 − m_z²), with K > 0.

K is an energy per volume. Integrating both densities over x gives the energy per wall area:

E = ∫ [A|m'|² + K(1 − m_z²)] dx.  (1)

The integral runs over the whole line, which represents a track much longer than the wall. Both terms vanish inside a domain, so E is the energy that the wall adds. The magnetostatic interaction between distant parts of the magnet is left out. K is a given effective constant, and part (j) returns to what is missing.

**(b) Without knowing the profile, find how the width and the energy of the best wall depend on A and K, and how the energy is shared between the two terms.**

Solution. The two terms pull in opposite directions. A slow rotation has a small derivative and little exchange energy, but it keeps much material away from the easy axis. A fast rotation does the reverse.

Choose a fixed shape M(u), where u is a pure number, and give it the length scale L by setting m(x) = M(x/L). By the chain rule m' = (1/L) dM/du, and dx = L du. Equation (1) becomes

E(L) = αA/L + βKL,  (2)

where

α = ∫ |dM/du|² du and β = ∫ (1 − M_z²) du.

Both are pure numbers fixed by the shape. Neither can be zero. If α were zero, M would be constant and could not join the two domains. If β were zero, M_z would be +1 or −1 everywhere, and a continuous function cannot jump from one to the other. We take shapes for which both are finite; otherwise the energy is infinite.

The derivative of (2) is

dE/dL = −αA/L² + βK.

It is negative for small L and positive for large L, and it vanishes once, at

L = √(α/β) √(A/K).

This is therefore the minimum for the given shape. There the exchange part is

αA/L = αA √(β/α) √(K/A) = √(αβ) √(AK),

and the anisotropy part is

βKL = βK √(α/β) √(A/K) = √(αβ) √(AK).

They are equal, and the total is

E = 2√(αβ) √(AK).  (3)

A wall of least energy cannot be improved by stretching, so it must have equal exchange and anisotropy energies. Its width is a number times √(A/K), and its energy is a number times √(AK). Stiffer exchange makes the wall wider and more costly. Stronger anisotropy makes it narrower and more costly. What remains is to find the shape with the smallest product αβ.

**(c) As a first estimate, let m turn at a constant rate in a plane containing the z axis. Find the best length of the rotation and its energy.**

Solution. Let θ be the angle between m and +z. Over a length w it grows uniformly,

θ = πx/w for 0 ≤ x ≤ w,

with θ = 0 to the left and θ = π to the right. For rotation in a fixed plane, m' has length |θ'|, because the tip of a unit vector moves along a circle of radius 1. Hence |m'|² = π²/w² inside the wall, and the exchange energy is

A(π²/w²)w = π²A/w.

For the anisotropy we use 1 − m_z² = 1 − cos²θ = sin²θ and the identity sin²θ = (1 − cos 2θ)/2:

K ∫₀^w sin²(πx/w) dx = (K/2) ∫₀^w [1 − cos(2πx/w)] dx = Kw/2.

The cosine integrates to zero because the interval holds one full period. The total is

E(w) = π²A/w + Kw/2.

This has the form (2) with L = w, α = π² and β = 1/2. The best length and its energy are therefore

w = √(2π²) √(A/K) = π√2 √(A/K),

E = 2√(π²/2) √(AK) = π√2 √(AK) ≈ 4.443 √(AK).  (4)

Since (4) is the energy of an allowed wall, the true minimum cannot lie above it. It may lie below, because the constant rate was an assumption.

**(d) Find a lower bound on the energy that holds for every wall, including walls that leave a single plane.**

Solution. The two domains fix only the total change of m_z. We therefore look for an inequality that bounds the energy density from below by the rate at which m_z changes.

Differentiating m·m = 1 gives 2m·m' = 0, so m' is perpendicular to m. Now split e_z into a part along m and a remainder n:

e_z = m_z m + n, with n = e_z − m_z m.

The remainder is perpendicular to m, since m·n = m_z − m_z = 0. Its squared length is

|n|² = e_z·e_z − 2m_z e_z·m + m_z² m·m = 1 − 2m_z² + m_z² = 1 − m_z².

So |n|² is the factor that multiplies K in (1). The rate of change of m_z is

m_z' = e_z·m' = m_z m·m' + n·m' = n·m',

where the first term vanished because m·m' = 0. A scalar product is never larger in size than the product of the two lengths, so

|m_z'| ≤ |n| |m'|.  (5)

The second inequality comes from a square that cannot be negative:

0 ≤ (√A |m'| − √K |n|)² = A|m'|² + K|n|² − 2√(AK) |m'| |n|.

Moving the last term to the other side and then using (5) gives

A|m'|² + K(1 − m_z²) ≥ 2√(AK) |m'| |n| ≥ 2√(AK) |m_z'|.  (6)

Integrate over the line. The integral of |m_z'| is at least the size of the net change of m_z, which runs from +1 to −1:

∫ |m_z'| dx ≥ |∫ m_z' dx| = |(−1) − (+1)| = 2.

The result is

E ≥ 4√(AK).  (7)

Nothing was assumed about the path of m on the unit sphere. The uniform rotation in (4) obeys the bound, with 4.443 in place of 4. Whether any wall reaches the bound has still to be shown.

**(e) Find every wall whose energy equals the bound.**

Solution. Three inequalities led to (7), and none of them may lose anything. At every point, apart from possible kinks, we need the following.

First, the square must vanish, so √A |m'| = √K |n|. With the definition

Δ = √(A/K)

this reads |m'| = |n|/Δ.

Second, (5) must be an equality. Where n is not zero, this requires m' to be a multiple of n, so m' = cn. The first condition then gives |c| = 1/Δ.

Third, m_z must never turn back. It falls from +1 to −1, so m_z' ≤ 0 everywhere.

The sign of c follows from m_z' = n·m' = c|n|². Since this may not be positive, c = −1/Δ. Where n = 0, the first condition gives m' = 0, which agrees with the same formula. Hence at every point

m' = −(e_z − m_z m)/Δ.  (8)

The right side is continuous because m is, so a wall that reaches the bound has no kinks. The uniform rotation, which starts and stops abruptly, is excluded.

The z component of (8) contains m_z alone:

m_z' = −(1 − m_z²)/Δ.

Because m_z is continuous and runs from +1 to −1, it is zero at some point x0. Around that point |m_z| < 1, and we may divide by 1 − m_z²:

m_z'/(1 − m_z²) = −1/Δ.

To integrate, split the fraction:

1/(1 − m_z²) = (1/2)[1/(1 + m_z) + 1/(1 − m_z)].

Integrating from x0, where m_z = 0, to x gives

(1/2) ln[(1 + m_z)/(1 − m_z)] = −(x − x0)/Δ.

Write s = (x − x0)/Δ. Doubling and taking the exponential leads to

(1 + m_z)/(1 − m_z) = e^(−2s).

Solving for m_z gives

m_z = (e^(−2s) − 1)/(e^(−2s) + 1) = −(e^s − e^(−s))/(e^s + e^(−s)),

where numerator and denominator were multiplied by e^s in the last step. Thus

m_z = −tanh[(x − x0)/Δ].  (9)

This function stays strictly between −1 and +1 at every finite x, so the division was allowed along the whole line.

The vector e_z has no x or y component, so the other two components of (8) are

m_x' = m_z m_x/Δ and m_y' = m_z m_y/Δ.

Consider the product m_x cosh s. Since ds/dx = 1/Δ, its derivative is

(m_x cosh s)' = (m_z m_x cosh s + m_x sinh s)/Δ = (−tanh s cosh s + sinh s) m_x/Δ = 0.

The product is constant, and the same holds for m_y cosh s. At the centre m_z = 0, so m_x² + m_y² = 1 there, and the two constants can be written as cos φ and sin φ with a fixed angle φ:

m_x = cos φ / cosh s, m_y = sin φ / cosh s.  (10)

The magnetization turns in one plane, at the azimuth φ about the z axis. Conversely, (9) and (10) satisfy all three conditions, so this wall reaches the bound. The least wall energy is therefore

σ = 4√(AK),  (11)

and Δ = √(A/K) is the width parameter of the wall. Two quantities remain free, the centre x0 and the azimuth φ. Moving the wall or turning its plane about z costs no energy in this model.

## Second half: structure, numbers and limits of the wall

The magnetization direction is the unit vector m(x), with the easy axis along z. The wall joins m_z = +1 on the left to m_z = −1 on the right. Its energy per area is E = ∫ [A|m'|² + K(1 − m_z²)] dx, with exchange stiffness A and anisotropy constant K. The first half showed that E is at least σ = 4√(AK), and that this value is reached by m_z = −tanh s with a transverse part of length 1/cosh s at a fixed azimuth φ. Here s = (x − x0)/Δ, x0 is the centre and Δ = √(A/K). A shape stretched to the length scale L has an exchange energy proportional to 1/L and an anisotropy energy proportional to L.

**(f) Recover the profile from the condition that the energy be stationary, using the angle θ between m and +z.**

Solution. At fixed azimuth, |m'|² = θ'² and 1 − m_z² = sin²θ, so

E = ∫ (Aθ'² + K sin²θ) dx.

Replace θ by θ + εη, where ε is a small number and η(x) is any smooth function that vanishes far away. To first order in ε, θ'² changes by 2εθ'η' and sin²θ changes by 2εη sin θ cos θ. The energy changes by

2ε ∫ (Aθ'η' + Kη sin θ cos θ) dx.

Integrate the first term by parts. The boundary term vanishes with η, and what remains is

2ε ∫ (−Aθ'' + K sin θ cos θ) η dx.

At a minimum this must be zero for every η. Otherwise the sign of ε could be chosen so that the energy falls. Hence

Aθ'' = K sin θ cos θ.  (12)

This is the Euler–Lagrange equation of the wall. It expresses a balance of torques: exchange tries to straighten the curve θ(x), and anisotropy pulls m towards the nearer end of the easy axis.

Multiply (12) by 2θ'. The left side becomes the derivative of Aθ'², and the right side becomes the derivative of K sin²θ. Their difference is therefore a constant C:

Aθ'² − K sin²θ = C.

For a wall of finite energy, both terms on the left have finite integrals over the whole line. A constant has a finite integral over an infinite line only if it is zero, so C = 0 and

Aθ'² = K sin²θ.  (13)

Exchange and anisotropy densities are equal at each point, which is more than the equality of their totals. The uniform rotation has equal totals at its best length, but its exchange density is constant while its anisotropy density varies as sin²θ. This local mismatch is why it lies above the minimum.

Between the domains sin θ is not zero, so by (13) θ' cannot change sign there. As θ rises from 0 to π, we take the positive root,

θ' = (sin θ)/Δ.

The function ln tan(θ/2) has the derivative 1/[2 sin(θ/2) cos(θ/2)] = 1/sin θ with respect to θ. Its derivative with respect to x is then θ'/sin θ = 1/Δ. With θ = π/2 at x0, where ln tan(π/4) = 0, integration gives

tan(θ/2) = e^s, or θ = 2 arctan(e^s).  (14)

The half-angle formulas return the earlier result:

cos θ = [1 − tan²(θ/2)]/[1 + tan²(θ/2)] = (1 − e^(2s))/(1 + e^(2s)) = −tanh s,

sin θ = 2 tan(θ/2)/[1 + tan²(θ/2)] = 2e^s/(1 + e^(2s)) = 1/cosh s.

Equation (12) by itself says only that the energy is stationary. That the profile is a minimum, also against walls that leave the plane, rests on the lower bound.

The least wall energy is σ = 4√(AK), reached by a hyperbolic-tangent profile with width parameter Δ = √(A/K), and the condition of stationary energy gives the same profile. What remains is to see where the energy sits and what Δ means as a width, to put in numbers, to compare with a discrete chain, and to examine the limits of the result.
